# Why linear unscreening fails for spin polarisation, and the core correction

## The result

A pseudopotential is made by removing from a screened atomic potential the part that the valence electrons produce themselves. If the exchange-correlation part removed is $v_{xc}[n_v]$, computed from the valence density alone, the procedure is called linear unscreening. It reproduces the reference atom, but it goes wrong when the valence spin changes in a region where core and valence densities overlap. Exchange-correlation is nonlinear in the density, and at the densities that matter here a spin density gains less energy on top of a core density than it gains alone. Linear unscreening leaves the core out of this gain and so overestimates the spin-polarisation energy.

For sodium, with one 3s electron outside a compact core, the overestimate is 0.038 eV on 0.205 eV, or 18.5 %. For manganese, whose 3d shell lies in the same region as the 3s and 3p core shells, it is 7.0 eV on 5.3 eV, or 133 %. Louie's core correction keeps a core density inside the exchange-correlation functional. With a smooth partial core it reduces the errors to 1 % and 13 %; with the full core, to 0.3 % and 3 %. The manganese figures depend on the radii chosen below: the partial-core error is 13 % for a truncation radius of 1.01 bohr and 16 % for 1.06 bohr.

These numbers refer to spherical, non-relativistic atoms in the local spin-density approximation (LSDA), with Slater exchange and Vosko–Wilk–Nusair correlation. The spin-polarisation energy is

$$S=E(\text{unpolarised})-E(\text{polarised})>0$$

at fixed shell occupations. For Na the 3s electron changes from half up, half down to fully up. For Mn the five 3d electrons change from 2.5 up, 2.5 down to 5 up, while the 4s pair stays paired. The errors are relative to an all-electron LSDA atom with a frozen, unpolarised core. This is the quantity a pseudopotential tries to reproduce; it is neither an experimental value nor a multiplet energy. Formulas are in Hartree atomic units, energies of atoms in eV.

## Where the linearity assumption enters

With the core density $n_c$ frozen, the energy depends on the valence electrons through their kinetic energy, the nuclear attraction, and the Hartree and exchange-correlation energies of the total density. The Hartree energy is quadratic, so it splits without approximation:

$$E_H[n_c+n_v]=E_H[n_c]+\int V_H[n_c]\,n_v\,d^3r+E_H[n_v].$$

The middle term is a fixed external potential acting on the valence electrons and can be put into an ion once and for all. The exchange-correlation energy has no such splitting. The unpolarised exchange potential, for example, is proportional to $n^{1/3}$. Where $n_c=n_v$, the potential of the sum is $2^{1/3}\approx1.26$ times that of either density, whereas additivity would require a factor 2.

Let $V_{scr,l}$ be the screened pseudopotential for angular momentum $l$, and $n_{v0}$ the unpolarised reference density of the pseudo-orbitals. Two ionic potentials can be formed:

$$V^{lin}_l=V_{scr,l}-V_H[n_{v0}]-v_{xc}[n_{v0}],$$

$$V^{core}_l=V_{scr,l}-V_H[n_{v0}]-v_{xc}[n_{v0}+n_c].$$

The first is used later with $E_{xc}[n_v]$, the second with $E_{xc}[n_v+n_c]$. Subtracting the definitions gives

$$V^{lin}_l-V^{core}_l=\Delta,\qquad \Delta=v_{xc}[n_{v0}+n_c]-v_{xc}[n_{v0}].$$

Linear unscreening therefore stores the core-valence part of exchange-correlation in the ion as the fixed potential $\Delta$, with the value it had in the reference atom.

Kinetic, Hartree and all other ionic terms are the same functionals in both schemes. For the same valence orbitals, the energies differ by

$$D[n_v]=E_{xc}[n_v]+\int\Delta\,n_v\,d^3r-E_{xc}[n_v+n_c].$$

Its first derivative is $v_{xc}[n_v]+\Delta-v_{xc}[n_v+n_c]$, which vanishes at $n_v=n_{v0}$ by the definition of $\Delta$. The second derivative is the difference of the exchange-correlation kernels $f_{xc}=\delta v_{xc}/\delta n$:

$$\frac{\delta^2D}{\delta n_v^2}\bigg|_{n_{v0}}=f_{xc}[n_{v0}]-f_{xc}[n_{v0}+n_c].$$

In the spin-polarised case both kernels are $2\times2$ matrices in the spin indices.

Two consequences follow. First, the reference atom cannot reveal the fault. In the calculations below, all schemes reproduce the all-electron reference levels within 0.0002 eV. Secondly, the error starts at second order in the departure from the reference. For sodium the excess of $S$ from linear unscreening over full-core unscreening is 1.55 meV at a moment of 0.2 electron and 6.26 meV at 0.4. The ratio is 4.04, against 4 for a quadratic law. Extending the law to the full moment gives $25\times1.55=39$ meV; the self-consistent value is 37 meV.

If $n_c$ vanishes wherever $n_v$ changes, the two kernels agree there and the linear scheme is correct within this frozen-core LSDA description.

## Why the spin energy comes out too large

Let $e_{xc}(n,m)$ be the LSDA energy per volume for total density $n$ and spin density $m=n_\uparrow-n_\downarrow$. Define the local spin gain

$$g(n,m)=e_{xc}(n,0)-e_{xc}(n,m).$$

Now polarise the atom while keeping the reference orbitals. The total density, kinetic energy, Hartree energy and ionic energy stay the same, because each shell keeps its total occupation. The term $\int\Delta n_v$ also stays the same, since the unpolarised reference makes $\Delta$ equal for both spins. Only exchange-correlation changes. The linear scheme gives a gain $\int g(n_v,m)\,d^3r$, the full-core scheme $\int g(n_v+n_c,m)\,d^3r$, and the excess is

$$\delta S_0=\int\left[g(n_v,m)-g(n_v+n_c,m)\right]d^3r .$$

Its sign depends on how $g$ varies with $n$ at fixed $m$. For exchange,

$$e_x=-K\left(n_\uparrow^{4/3}+n_\downarrow^{4/3}\right),\qquad K=\frac32\left(\frac{3}{4\pi}\right)^{1/3}.$$

With $a=(n+m)/2$ and $b=(n-m)/2$,

$$g_x=K\left[a^{4/3}+b^{4/3}-2\left(\frac n2\right)^{4/3}\right].$$

Since $\partial a/\partial n=\partial b/\partial n=1/2$ and $n=a+b$,

$$\frac{\partial g_x}{\partial n}=\frac{2K}{3}\left[a^{1/3}+b^{1/3}-2\left(\frac{a+b}{2}\right)^{1/3}\right]\le0 .$$

The inequality holds because the cube root is concave: the mean of two cube roots cannot exceed the cube root of the mean. Adding core density thus reduces the exchange gain of a given spin density.

The size of the reduction follows from two limits. For $m\ll n$, put $\zeta=m/n$ and expand:

$$(1+\zeta)^{4/3}+(1-\zeta)^{4/3}=2+\frac49\zeta^2+O(\zeta^4).$$

Hence $g_x\simeq K(n/2)^{4/3}\,(4/9)\,m^2/n^2$. With $C=\frac34(3/\pi)^{1/3}=2^{-1/3}K$, so that $K\,2^{-4/3}=C/2$, this becomes

$$g_x\simeq\frac29\,C\,m^2n^{-2/3}\qquad(m\ll n).$$

In the opposite limit, a fully polarised valence density with no core, $a=n=m$ and $b=0$, so

$$g_x=Km^{4/3}\left(1-2^{-1/3}\right)=\left(2^{1/3}-1\right)C\,m^{4/3}\simeq0.260\,C\,m^{4/3}.$$

The ratio of the gain with a large total density $n$ to the gain without core is therefore

$$\frac{g_x(n,m)}{g_x(m,m)}\simeq\frac{2/9}{0.260}\left(\frac mn\right)^{2/3}=0.855\left(\frac mn\right)^{2/3}.$$

This is a slow power. A total density eight times $m$ still leaves about one fifth of the bare gain. Most of the reduction is already obtained from a core density a few times larger than the valence density, which is one reason why a partial core can work. The other is that it equals the full core outside its truncation radius.

Correlation opposes polarisation and lowers $g$. Take $m=n_v=0.01$ bohr$^{-3}$. Exchange alone gives $4.1\times10^{-4}$ hartree/bohr$^3$ without core and, for $n_c=0.03$ bohr$^{-3}$, $1.4\times10^{-4}$. With correlation the values are $2.4\times10^{-4}$ and $1.0\times10^{-4}$, so the ratio rises from 0.34 to 0.42. Correlation weakens the effect here without reversing it. The fall of the full $g$ with density was tested for $m=0.0002$ and $0.002$ bohr$^{-3}$ and total densities from 0.002 to 10 bohr$^{-3}$. For the larger spin densities in manganese, the evidence is the positive sign of the integrated excess.

Charge changes suffer from the same mechanism. For an unpolarised density $e_x=-Cn^{4/3}$, whose second derivative is $-\frac49Cn^{-2/3}$. A change $\delta n$ of the valence density then gives, in exchange and at second order,

$$\delta D_x=-\frac29C\int(\delta n)^2\left[n_{v0}^{-2/3}-(n_{v0}+n_c)^{-2/3}\right]d^3r\le0 .$$

The linear scheme thus lowers the energy of a changed configuration too much in exchange. The size of this charge error is not computed here.

## How large the error is

All schemes use the same screened pseudopotentials, so differences between them come from the unscreening and the later treatment of exchange-correlation. Inside a radius $r_c$ the radial pseudo-orbital is $P=r^{l+1}e^{f(r)}$, with

$$f=\sum_{j=0}^{3}a_jy^j+t\,y^4,\qquad y=r^2-r_c^2 .$$

The four $a_j$ match the all-electron orbital and its first three derivatives at $r_c$. The coefficient $t$ is fixed by norm conservation; it is unique because $y^4>0$ inside $r_c$, so the norm rises steadily with $t$. Differentiating $P$ twice gives

$$\frac{P''}{P}=\frac{l(l+1)}{r^2}+\frac{2(l+1)}{r}f'+f''+f'^2 .$$

Inserting this in the radial equation for the reference level $\varepsilon_l$ cancels the centrifugal term and leaves

$$V_{scr,l}=\varepsilon_l+\frac12\left[f''+f'^2+\frac{2(l+1)}{r}f'\right].$$

The radii are 2.48 bohr for Na 3s, 2.37 bohr for Mn 4s and 1.18 bohr for Mn 3d. The sodium results hardly depend on this choice: the linear error stays between 18.3 % and 18.5 % for radii from 1.9 to 3.0 bohr. The manganese results do depend on the 3d radius: between 0.8 and 2.0 bohr the linear error falls from 7.07 to 6.34 eV (134 % to 120 %) and the full-core error rises from 0.06 to 0.24 eV.

The spin-polarisation energies in eV are:

| Treatment | Na | Mn |
|---|---:|---:|
| All-electron, frozen core | 0.205 | 5.27 |
| Linear unscreening | 0.243 | 12.30 |
| Full core kept | 0.205 | 5.44 |
| Partial core kept | 0.207 | 5.95 |

The linear errors are $0.2427-0.2048=0.0379$ eV for sodium and $12.305-5.272=7.033$ eV for manganese. Divided by the frozen-core values, they are 18.5 % and 133 %.

The fixed-orbital formula accounts for most of this. It gives $\delta S_0=0.2372-0.2020=0.0352$ eV for sodium, where the self-consistent difference between linear and full-core schemes is 0.0374 eV. For manganese it gives $11.88-5.33=6.55$ eV against 6.86 eV. In both atoms about 95 % of the excess is thus present before any orbital responds. The rest is relaxation. In each scheme the reference orbitals are a trial state for the polarised atom, so its minimum energy cannot lie above theirs, and $S$ cannot be smaller than the fixed-orbital gain. All six pseudo-atom calculations of $S$ satisfy this bound.

The integrand of $\delta S_0$ vanishes by construction where $n_c=0$, so its location is not an independent test of the cause; it does show how much core density matters. The region where $n_c$ exceeds one tenth of the pseudo-valence density supplies 95 % of $\delta S_0$ in sodium and, to the nearest per cent, all of it in manganese. A simple measure of overlap is the core's share of the total density, averaged over the spin density:

$$\Omega=\frac{\int m\,n_c/(n_c+n_v)\,d^3r}{\int m\,d^3r},$$

evaluated with the all-electron reference orbitals. It is 0.14 for sodium and 0.56 for manganese. The 3s electron of sodium spends most of its time outside the core, whereas the 3d spin of manganese sits where more than half of the electron density belongs to the core.

The manganese result can be read with the exchange estimate. The fixed-orbital gain falls by a factor $5.33/11.88=0.45$ when the core is included. Setting $0.855(m/n)^{2/3}=0.45$ gives $n/m\approx2.6$. A core contributing somewhat more than the valence density is enough to halve the spin energy. This is a rough reading, since it ignores correlation and replaces a distribution of densities by one value.

## The repair and what it leaves

Louie's correction makes the unscreening and the later calculation use the same nonlinear functional:

$$V^{cc}_l=V_{scr,l}-V_H[n_{v0}]-v_{xc}[n_{v0}+n_{pc}],$$

with $E_{xc}[n_v+n_{pc}]$ and its potentials thereafter. For an unpolarised core, half of $n_{pc}$ goes into each spin channel. The core enters neither the Hartree energy nor the electron count, because its electrostatic effect is already in the ion.

The full core density is sharply peaked at the nucleus and costly to represent in a plane-wave basis. A partial core replaces it inside a radius $r_0$:

$$n_{pc}(r)=\begin{cases}A\sin(Br)/r,&r<r_0,\\ n_c(r),&r\ge r_0.\end{cases}$$

Differentiating the inner form gives $r\,n_{pc}'/n_{pc}=Br\cot(Br)-1$. Matching value and slope at $r_0$ therefore requires

$$x\cot x-1=\frac{r_0n_c'(r_0)}{n_c(r_0)},\qquad x=Br_0,\qquad A=\frac{r_0n_c(r_0)}{\sin x}.$$

On $0<x<\pi$ the function $x\cot x$ falls from 1 to $-\infty$, so a decreasing core density gives one solution. The central value is $AB$, which exceeds $n_c(r_0)$ by the factor $x/\sin x$.

Here $r_0$ is the outermost grid radius where $n_c$ exceeds twice the pseudo-valence density. The exact crossing lies between this grid point and the next, so the partial-core results belong to the values of $r_0$ given here; for manganese they change noticeably with $r_0$: at the exact crossing, 1.06 bohr, $S$ is 6.12 eV and the error 16 % instead of 13 %. For sodium $r_0=2.04$ bohr and $B=1.347$ bohr$^{-1}$, so $x=2.75$ and the partial core rises inward by a factor 7.2. It contains 0.83 of the 10 core electrons. For manganese $r_0=1.01$ bohr, $x=2.48$ and the factor is 4.1; the partial core contains 7.8 of 18 electrons.

The error that remains has the same form as before. Repeating the derivation with $n_{pc}$ in the functional gives the second derivative

$$f_{xc}[n_{v0}+n_{pc}]-f_{xc}[n_{v0}+n_c],$$

which is zero outside $r_0$. Inside, it matters if the spin density is appreciable there. In sodium the partial core leaves an error of 0.002 eV. In manganese it leaves 0.68 eV: 90 % of the linear error is gone, but the remainder is not small on a chemical scale. Restoring the full core lowers $S$ from 5.95 to 5.44 eV, so 0.51 eV of the remainder comes from truncating the core inside 1.01 bohr. The other 0.17 eV survives with the full core and belongs to the replacement of true valence orbitals by pseudo-orbitals.

The correction does not let the core respond. Relaxing and polarising the all-electron core raises $S$ by 0.001 eV in sodium and 0.03 eV in manganese, about 0.5 % in each case. For these two energies the frozen core is a much smaller error than linear unscreening.

## What to do in practice

**Judge the overlap where the density will change.** Good reference eigenvalues say nothing about this error. Compare $n_c$ with $n_v$ where the spin or charge will change, and compute $S$ for the atom with and without the core correction. Sodium shows that a single s electron outside a closed shell can already have an 18.5 % error.

**Converge the partial core.** Reducing $r_0$ brings $n_{pc}$ towards the full core, at the price of a sharper function. The approach need not be steady: for manganese $S$ is 5.59 eV at $r_0=0.8$ bohr and 5.57 eV at 0.6 bohr, still 0.13 eV above the full-core value, so compare with the full core rather than with a neighbouring $r_0$. For manganese the choice above would be too coarse if a spin energy were needed to 0.1 eV. Even the full core misses that target here, so the pseudo-orbitals would need attention too. Another route is to treat the overlapping core shells as valence, which removes them from $n_c$. This reduces the error but need not eliminate it: deeper shells that still overlap the spin density leave an error of the same form, so $S$ should again be compared with and without a core correction.

**Use the core in both places.** Suppose a potential was unscreened with $n_{pc}$, but the later calculation omits it. At the reference density the total potential is then wrong by

$$v_{xc}[n_{v0}]-v_{xc}[n_{v0}+n_{pc}].$$

This is an error in the potential at the reference itself, whereas linear unscreening, used consistently, is correct there.

**Include the force from the core.** In a molecule or solid $n_{pc}(\mathbf r-\mathbf R)$ moves with its atom. Since $\partial n_{pc}/\partial\mathbf R=-\nabla n_{pc}$, the explicit dependence of $E_{xc}$ on $\mathbf R$ adds

$$\mathbf F_{pc}=-\frac{\partial E_{xc}}{\partial\mathbf R}=\int \bar v_{xc}\,\nabla n_{pc}\,d^3r,$$

where $\bar v_{xc}$ is the average of the two spin potentials.

**Take a smoother core for gradient functionals.** Matching value and slope suffices for the LSDA potential, which depends on the local densities. The potential of a gradient-corrected functional also contains second derivatives of the density. These generally jump at $r_0$ in the form used here, so the second derivative should be matched as well.

The all-electron solver was tested on polarised sodium against a Gaussian-basis calculation. The 3s levels agree within 0.0001 hartree. The total energies differ by 0.0065 hartree, with the finite basis higher; since this is nearly as large as $S$ itself, the comparison supports the solver but is not an independent value of $S$. The remaining values are in the numerical output.

## Numbers as computed

```
Local spin gain at m = n_v = 0.01 bohr^-3 (hartree/bohr^3):
  without core 2.397e-04, with n_c = 0.03 bohr^-3 1.017e-04
  ratio 0.424
Na: pseudisation radii (bohr): l=0: 2.483
  largest reference level error 0.00002 eV
  core share of density seen by the spin density 0.140
  partial core: r0 = 2.043 bohr, A = 0.0351 bohr^-2, B = 1.3466 bohr^-1
  core electrons: full 10.000, partial 0.834
  S all-electron, relaxed core 0.2059 eV
  S all-electron, frozen core  0.2048 eV
  S pseudo, linear  0.2427 eV, error +0.0379 eV (+18.5 %)
  S pseudo, full    0.2053 eV, error +0.0005 eV (+0.3 %)
  S pseudo, partial 0.2069 eV, error +0.0021 eV (+1.0 %)
  fixed-orbital gain: linear 0.2372 eV, full core 0.2020 eV
  fixed-orbital excess 0.0352 eV; self-consistent 0.0374 eV
  share of excess from n_c > 0.1 n_v: 95 %
  excess at moment 0.2: 1.550 meV, at 0.4: 6.259 meV, ratio 4.037
  total energy: grid -161.4476, Gaussian basis -161.4411 hartree
  3s level: grid -0.11320, Gaussian basis -0.11313 hartree
Mn: pseudisation radii (bohr): l=0: 2.365, l=2: 1.183
  largest reference level error 0.00019 eV
  core share of density seen by the spin density 0.564
  partial core: r0 = 1.013 bohr, A = 0.9700 bohr^-2, B = 2.4508 bohr^-1
  core electrons: full 18.000, partial 7.810
  S all-electron, relaxed core 5.2986 eV
  S all-electron, frozen core  5.2721 eV
  S pseudo, linear  12.3046 eV, error +7.0325 eV (+133.4 %)
  S pseudo, full    5.4404 eV, error +0.1683 eV (+3.2 %)
  S pseudo, partial 5.9543 eV, error +0.6823 eV (+12.9 %)
  fixed-orbital gain: linear 11.8775 eV, full core 5.3270 eV
  fixed-orbital excess 6.5505 eV; self-consistent 6.8642 eV
  share of excess from n_c > 0.1 n_v: 100 %
```
